# Two-Bessel ultrasoft pseudization without a norm condition

**Q:** You want to replace an atomic orbital near the nucleus by two spherical Bessel functions. What is being replaced, and what must survive?

**A:** Take a non-relativistic atom in a spherical mean-field potential $V(r)$, which includes the screening by all electrons. Write the orbital as $\phi(r)/r$ times a spherical harmonic of angular momentum $l$, with $\phi$ real and $\int_0^\infty\phi^2dr=1$. In Hartree atomic units

$$-\tfrac12\phi''+\left[\frac{l(l+1)}{2r^2}+V\right]\phi=\varepsilon\phi ,$$

so that

$$\phi''=\left[\frac{l(l+1)}{r^2}+2V-2\varepsilon\right]\phi. \tag{1}$$

Outside a radius $r_c$ the function stays as it is. Inside, I try

$$\phi_{ps}(r)=\alpha_1s_1(r)+\alpha_2s_2(r),\qquad s_i(r)=r\,j_l(q_ir). \tag{2}$$

At $r_c$ the value, slope and second derivative must agree with those of $\phi$. I assume $\phi(r_c)\neq0$, because I shall divide by it.

**Q:** That is three conditions on two amplitudes. It looks overdetermined.

**A:** It would be for arbitrary wavevectors. I choose each $q_i$ so that its term already has the right logarithmic derivative:

$$\frac{s_i'(r_c)}{s_i(r_c)}=\frac{\phi'(r_c)}{\phi(r_c)}\equiv\frac{L}{r_c}. \tag{3}$$

If the values then agree, the slopes follow:

$$\phi_{ps}'(r_c)=\sum_i\alpha_is_i'(r_c)=\frac{L}{r_c}\sum_i\alpha_is_i(r_c)=\frac{L}{r_c}\phi(r_c)=\phi'(r_c).$$

Two conditions remain for two amplitudes. Since $s_i'=j_l(q_ir)+q_ir\,j_l'(q_ir)$, condition (3) reads, with $x_i=q_ir_c$,

$$F(x_i)=L,\qquad F(x)=1+\frac{x\,j_l'(x)}{j_l(x)}. \tag{4}$$

**Q:** How do you know that (4) has solutions, and which ones do you take?

**A:** Each term is a free radial wave and obeys

$$s''=\left[\frac{l(l+1)}{r^2}-q^2\right]s. \tag{5}$$

For two wavevectors $q_a,q_b$ the centrifugal parts cancel in

$$(s_a's_b-s_as_b')'=s_a''s_b-s_as_b''=(q_b^2-q_a^2)s_as_b.$$

Integrate from $0$ to $r_c$. The lower limit gives nothing, since $s\propto r^{l+1}$ there. With $\lambda=s'(r_c)/s(r_c)$,

$$s_a(r_c)s_b(r_c)(\lambda_a-\lambda_b)=(q_b^2-q_a^2)\int_0^{r_c}s_as_b\,dr. \tag{6}$$

Divide by $q_b^2-q_a^2$ and let $q_b\to q_a$. The quotient $(\lambda_a-\lambda_b)/(q_b^2-q_a^2)$ tends to $-d\lambda/d(q^2)$, so

$$\frac{d\lambda}{d(q^2)}=-\frac{1}{s(r_c)^2}\int_0^{r_c}s^2dr<0. \tag{7}$$

Thus $F=r_c\lambda$ falls steadily between consecutive zeros of $j_l$. As $x\to0$, $j_l\propto x^l$ and $F\to l+1$. At each positive zero $F$ goes to $-\infty$ from the left and restarts at $+\infty$ on the right. The first branch therefore covers all values below $l+1$, and each later branch covers every real value once.

I want the first term to have no node inside $r_c$, so its root must lie on the first branch. This requires $L<l+1$, which I assume from here on. The second root is taken between the first and second zeros of $j_l$, so $q_1<q_2$.

If $L\geq l+1$, real roots still exist on the second and third branches, and the matching below works for them unchanged. Both terms then have nodes inside $r_c$, however, and the node criterion derived later does not cover that case. A different $r_c$ may bring $L$ back below $l+1$.

**Q:** Now fix the amplitudes. I would like to see why they are unique.

**A:** Use the fraction of the boundary value carried by each term,

$$w_i=\frac{\alpha_is_i(r_c)}{\phi(r_c)}=\frac{\alpha_ir_cj_l(x_i)}{\phi(r_c)}.$$

Matching the value gives $w_1+w_2=1$. For the second derivative, (5) gives

$$\phi_{ps}''(r_c)=\phi(r_c)\left[\frac{l(l+1)}{r_c^2}(w_1+w_2)-w_1q_1^2-w_2q_2^2\right].$$

Equation (1) gives the target

$$\phi''(r_c)=\phi(r_c)\left[\frac{l(l+1)}{r_c^2}-\kappa^2\right],\qquad \kappa^2=2[\varepsilon-V(r_c)].$$

Here $\kappa^2$ is a name for a real number that may have either sign. Because $w_1+w_2=1$, the centrifugal terms agree and what remains is $w_1q_1^2+w_2q_2^2=\kappa^2$. Insert $w_1=1-w_2$:

$$q_1^2+w_2(q_2^2-q_1^2)=\kappa^2,$$

$$w_2=\frac{\kappa^2-q_1^2}{q_2^2-q_1^2},\quad w_1=\frac{q_2^2-\kappa^2}{q_2^2-q_1^2},\quad \alpha_i=\frac{w_i\phi(r_c)}{r_cj_l(x_i)}. \tag{8}$$

The denominators do not vanish: $q_2>q_1$, and neither $x_i$ is a zero of $j_l$. For the chosen wavevectors the solution is unique. The weighted mean of $q_i^2$ must reproduce twice the local kinetic energy $\varepsilon-V(r_c)$, and a weight may be negative to achieve this.

**Q:** Give me a case with numbers.

**A:** Consider oxygen $2p$ in the spherical, spin-unpolarized atom $1s^22s^22p^4$, in Kohn–Sham theory with local Dirac exchange and no correlation. At $r_c=1.3$ bohr the calculation gives

- $\varepsilon=-0.28951$ Ha and $V(r_c)=-0.99998$ Ha;
- $\phi(r_c)=0.72009$ bohr$^{-1/2}$ and $\phi'(r_c)=-0.37103$ bohr$^{-3/2}$.

Hence $L=1.3(-0.37103)/0.72009=-0.6698$, below $l+1=2$. The roots of (4) are $x_1=3.0290$ and $x_2=6.2298$. Division by $r_c$ gives $q_1=2.3300$ and $q_2=4.7921$ bohr$^{-1}$. Next, in bohr$^{-2}$,

$$\kappa^2=2(-0.28951+0.99998)=1.4209,$$

and then

$$w_2=\frac{1.4209-5.4289}{22.9646-5.4289}=-0.2286,\qquad w_1=1.2286.$$

With $j_1(x_1)=0.34030$ and $j_1(x_2)=-0.16167$,

$$\alpha_1=\frac{1.2286\times0.72009}{1.3\times0.34030}=2.000,\qquad
\alpha_2=\frac{-0.2286\times0.72009}{1.3\times(-0.16167)}=0.783,$$

both in bohr$^{-3/2}$. Numerical differentiation of the resulting function returns the all-electron value, slope and second derivative, the last being $-0.1710$ bohr$^{-5/2}$.

**Q:** Does the third derivative match as well?

**A:** In general it does not. Differentiating (1) gives

$$\phi'''=\left[\frac{l(l+1)}{r^2}+2V-2\varepsilon\right]\phi'+\left[-\frac{2l(l+1)}{r^3}+2V'\right]\phi.$$

Differentiating (5) gives

$$s_i'''=\left[\frac{l(l+1)}{r^2}-q_i^2\right]s_i'-\frac{2l(l+1)}{r^3}s_i.$$

At $r_c$, $\alpha_is_i'=w_i\phi'(r_c)$, because both terms share the logarithmic derivative. The weighted sum of $q_i^2$ is again $\kappa^2$, so

$$\phi_{ps}'''(r_c)=\left[\frac{l(l+1)}{r_c^2}-\kappa^2\right]\phi'(r_c)-\frac{2l(l+1)}{r_c^3}\phi(r_c).$$

Subtraction leaves

$$\phi'''(r_c)-\phi_{ps}'''(r_c)=2V'(r_c)\phi(r_c). \tag{9}$$

The jump vanishes only if $V'(r_c)=0$. For oxygen $V'(r_c)=1.8029$ Ha/bohr, and the jump is $2\times1.8029\times0.72009=2.597$ bohr$^{-7/2}$. The joined function is then twice continuously differentiable at $r_c$, and no more than that.

**Q:** The second Bessel term has a node inside $r_c$. Could the pseudo function inherit one?

**A:** It can, and there is a simple criterion. Scale the terms to $t_i(r)=s_i(r)/s_i(r_c)$, so $t_i(r_c)=1$. Since $x_1$ lies below the first zero of $j_l$, $t_1>0$ for $0<r\leq r_c$. Since $x_2$ lies between the first two zeros, $t_2$ is negative up to one node and positive beyond it.

Let $\rho=t_2/t_1$ and $W=t_2't_1-t_2t_1'$. Then $\rho'=W/t_1^2$, and (5) gives $W'=(q_1^2-q_2^2)t_1t_2$. This is positive before the node of $t_2$ and negative after it. Also $W(0)=0$, and $W(r_c)=L/r_c-L/r_c=0$. So $W$ rises from zero and falls back to zero, staying positive in between. Hence $\rho$ increases steadily from

$$\rho_0=\left(\frac{q_2}{q_1}\right)^l\frac{j_l(x_1)}{j_l(x_2)}<0$$

to $1$. The power comes from $j_l(qr)\propto(qr)^l$ at small $r$. Now

$$\phi_{ps}=\phi(r_c)\,t_1\,(w_1+w_2\rho).$$

The bracket is linear in $\rho$ and equals $1$ at $r_c$. Therefore:

- if $w_1+w_2\rho_0>0$, there is no node for $0<r\leq r_c$;
- if $w_1+w_2\rho_0<0$, there is exactly one.

At equality there is no node at positive $r$, but the leading $r^{l+1}$ term at the origin is lost.

When $\kappa^2<q_1^2$, $w_2$ is negative and $w_1+w_2\rho_0=1+w_2(\rho_0-1)>1$, so a node is excluded. Oxygen is such a case: $\rho_0=-4.329$ and the criterion is $1.2286+(-0.2286)(-4.329)=2.218$.

**Q:** You have not mentioned the norm. How much charge does the function hold inside $r_c$?

**A:** That is now an output. Equation (6) with $\lambda_1=\lambda_2$ and $q_1\neq q_2$ gives $\int_0^{r_c}s_1s_2dr=0$. The terms are orthogonal, and the norm is a sum of two squares.

Each square follows from (7) once $F'$ is known. Put $\sigma(x)=xj_l(x)$, so $F=x\sigma'/\sigma$ and $\sigma''=[l(l+1)/x^2-1]\sigma$. Differentiation gives

$$xF'=F+x^2\frac{\sigma''}{\sigma}-F^2=F+l(l+1)-x^2-F^2.$$

Since $\lambda=F/r_c$ and $d(q^2)=2x\,dx/r_c^2$,

$$\frac{d\lambda}{d(q^2)}=\frac{r_cF'}{2x}=\frac{r_c}{2x^2}\left[F+l(l+1)-x^2-F^2\right].$$

Insert this in (7), with $F=L$ at each root:

$$\int_0^{r_c}t_i^2dr=\frac{r_c}{2}\left[1+\frac{L^2-L-l(l+1)}{x_i^2}\right].$$

As $\phi_{ps}=\phi(r_c)(w_1t_1+w_2t_2)$,

$$\int_0^{r_c}\phi_{ps}^2dr=\phi(r_c)^2\frac{r_c}{2}\sum_iw_i^2\left[1+\frac{L^2-L-l(l+1)}{x_i^2}\right]. \tag{10}$$

Everything on the right is already fixed. For oxygen $L^2-L-2=-0.8815$, the brackets are $0.9039$ and $0.9773$, and

$$0.72009^2\times0.65\times\left(1.2286^2\times0.9039+0.2286^2\times0.9773\right)=0.477.$$

The all-electron function holds $0.605$ electrons in the same sphere, per electron in the orbital. The deficit is

$$Q=\int_0^{r_c}(\phi^2-\phi_{ps}^2)dr=0.128. \tag{11}$$

**Q:** So the function has lost about an eighth of an electron. Why is that not simply an error?

**A:** In an ordinary eigenvalue problem with unit overlap it would be one. The ultrasoft scheme changes the overlap. First choose a local potential $V_{loc}$ that is finite and continuous inside the sphere and equals $V$ at and beyond $r_c$. With $T=-\tfrac12d^2/dr^2+l(l+1)/(2r^2)$, define

$$\chi=(\varepsilon-T-V_{loc})\phi_{ps}.$$

Beyond $r_c$ this vanishes by (1). Inside, (5) gives $Ts_i=\tfrac12q_i^2s_i$, so

$$\chi=\sum_i\alpha_i\left(\varepsilon-\tfrac12q_i^2-V_{loc}\right)s_i.$$

At the boundary the sum becomes

$$\chi(r_c)=\phi(r_c)\left[\varepsilon-\tfrac12\kappa^2-V(r_c)\right]=0.$$

This is what the second-derivative condition buys: $\chi$ goes to zero continuously. With the first Bessel term alone, value and slope could still be matched, but $\chi$ would end at $-1.443$ Ha bohr$^{-1/2}$ and drop abruptly to zero.

Let $\langle f|g\rangle=\int_0^{r_c}fg\,dr$, $B=\langle\phi_{ps}|\chi\rangle$ and $\beta=\chi/B$, assuming $B\neq0$. Then $\langle\beta|\phi_{ps}\rangle=1$. Define

$$H=T+V_{loc}+D|\beta\rangle\langle\beta|,\qquad S=1+Q|\beta\rangle\langle\beta|,\qquad D=B+\varepsilon Q.$$

Acting on the pseudo function,

$$(H-\varepsilon S)\phi_{ps}=-\chi+(D-\varepsilon Q)\beta=-\chi+B\beta=0.$$

The generalized norm inside $r_c$ is $\langle\phi_{ps}|S|\phi_{ps}\rangle=\langle\phi_{ps}|\phi_{ps}\rangle+Q=\int_0^{r_c}\phi^2dr$. The missing amount of charge is restored in this norm. Its radial distribution, $\phi^2-\phi_{ps}^2$, is not supplied by $S$; in a self-consistent calculation it has to be added to the density separately.

**Q:** But $\phi_{ps}$ solves the equation for any $Q$, since $D$ compensates. What does the correct $Q$ achieve?

**A:** It corrects the response to a change of energy, which matters once the atom is placed in other surroundings. Let $u$ be the regular solution of $(H-ES)u=0$ inside $r_c$. I assume it is unique up to a factor near $\varepsilon$, so that it tends to $\phi_{ps}$ with suitable scaling. Multiply its equation by $\phi_{ps}$, subtract $u$ times the equation for $\phi_{ps}$, and integrate to $r_c$. The centrifugal and local potentials cancel. The kinetic part leaves a boundary term, and the projector part leaves $(D-EQ)-(D-\varepsilon Q)=-(E-\varepsilon)Q$:

$$-\tfrac12(\phi_{ps}u'-u\phi_{ps}')_{r_c}-(E-\varepsilon)\left[\langle\phi_{ps}|u\rangle+Q\langle\phi_{ps}|\beta\rangle\langle\beta|u\rangle\right]=0.$$

The boundary bracket is $\phi_{ps}u\,(u'/u-\phi_{ps}'/\phi_{ps})$. Divide by $E-\varepsilon$ and let $E\to\varepsilon$:

$$\left.\frac{d}{dE}\frac{u'}{u}\right|_{r_c,\varepsilon}=-\frac{2}{\phi(r_c)^2}\left[\int_0^{r_c}\phi_{ps}^2dr+Q\right]=-\frac{2}{\phi(r_c)^2}\int_0^{r_c}\phi^2dr. \tag{12}$$

The same argument for the all-electron equation, with potential $V$ and no projector, gives the last expression directly. The two slopes agree. If $Q$ is left out of both $S$ and $D$, the state at $\varepsilon$ survives, but the slope contains the pseudo norm alone. It is then wrong unless $Q=0$.

**Q:** Is the difference visible in oxygen?

**A:** Yes. Equation (12) gives $-2\times0.6051/0.72009^2=-2.334$ bohr$^{-1}$Ha$^{-1}$. Without $Q$ the slope is $-2\times0.4771/0.72009^2=-1.840$, which is 21% smaller in magnitude than the all-electron slope. The numerical check solves the radial equations at neighbouring energies and confirms both values.

For these solutions I used $V_{loc}=V(r_c)+V'(r_c)(r^2-r_c^2)/(2r_c)$ inside the sphere. The values of $u'/u$ at $r_c$, in bohr$^{-1}$, are:

| $E-\varepsilon$ (Ha) | all-electron | with $Q$ | without $Q$ |
|---|---:|---:|---:|
| $-0.1$ | $-0.29595$ | $-0.29502$ | $-0.33862$ |
| $0$ | $-0.51526$ | $-0.51526$ | $-0.51526$ |
| $+0.1$ | $-0.76502$ | $-0.76372$ | $-0.70738$ |

The agreement with $Q$ is guaranteed for the value and first energy derivative at $\varepsilon$. The small differences at $\pm0.1$ Ha show that it is not an identity at all energies.

**Q:** Can I then make $r_c$ as large as I like and let $Q$ absorb the damage?

**A:** Equation (12) holds at any $r_c$ that meets the assumptions, but it controls only the neighbourhood of one energy. The burden on $Q$ also changes. In this atom:

| $r_c$ (bohr) | $q_1$ (bohr$^{-1}$) | $q_2$ (bohr$^{-1}$) | $Q$ (electrons) |
|---|---:|---:|---:|
| 1.1 | 2.667 | 5.626 | 0.0705 |
| 1.3 | 2.330 | 4.792 | 0.1280 |
| 1.5 | 2.071 | 4.177 | 0.1981 |
| 1.7 | 1.866 | 3.705 | 0.2746 |

Over this range a larger sphere gives longer waves inside it and a larger deficit to restore. The wavevector $q_2$ should not be read as a plane-wave cutoff: the two Bessel terms describe the function only inside $r_c$, and (9) leaves a jump in its third derivative.

**Q:** And if I insisted on $Q=0$ after all?

**A:** With these two terms you would have to find an $r_c$ at which (10) happens to equal the all-electron norm, and nothing derived here ensures that one exists. At fixed $r_c$ you would need another free parameter, such as the amplitude of a third term. Take that term from the third branch of (4). It is orthogonal to the other two by (6), and the value and second-derivative conditions make $w_1$ and $w_2$ linear in $w_3$. The norm is then a sum of positive squares, a quadratic in $w_3$ that equals (10) at $w_3=0$ and grows without bound. If the two-term deficit $Q$ is positive, as at all radii tabulated above, real solutions therefore exist; if it is negative, they may not. The node criterion derived above does not cover three terms, so nodes would have to be checked separately. Here both amplitudes are spent on the value and second derivative, and the overlap carries the charge that remains.

## Computed values

```
Oxygen 1s2 2s2 2p4, local Dirac exchange, l = 1 for 2p
energies 1s, 2s, 2p (Ha): -18.69082 -0.82060 -0.28951
rc (bohr): 1.30
V(rc) (Ha): -0.999978
V'(rc) (Ha/bohr): 1.802893
phi(rc) (bohr^-1/2): 0.720094
phi'(rc) (bohr^-3/2): -0.371034
phi''(rc) (bohr^-5/2): -0.171021
L = rc phi'/phi (no unit): -0.669835
x1, x2 (no unit): 3.029001 6.229784
q1, q2 (1/bohr): 2.330001 4.792141
q1^2, q2^2 (bohr^-2): 5.428903 22.964618
kappa2 (bohr^-2): 1.420930
w1, w2 (no unit): 1.228561 -0.228561
j_1(x1), j_1(x2): 0.340297 -0.161666
alpha1, alpha2 (bohr^-3/2): 1.999786 0.783121
pseudo value, 1st, 2nd derivative at rc (units as for phi):
  0.720094 -0.371034 -0.171021
third derivative at rc, AE and pseudo (bohr^-7/2):
  1.37357 -1.22293
jump, measured and 2 V' phi (bohr^-7/2): 2.59650 2.59650
rho0, node criterion w1 + w2 rho0: -4.32927 2.21806
random cases with 0 and 1 node: 115 185
inner norm AE (electrons): 0.605092
inner norm pseudo, quadrature (electrons): 0.477057
inner norm pseudo, formula (electrons): 0.477057
norm deficit Q (electrons): 0.128035
B = <phi_ps|chi> (Ha): -0.831632
D = B + eps Q (Ha): -0.868699
chi(rc) if only term 1 is kept (Ha bohr^-1/2): -1.443057
energy slope of u'/u at rc (1/(bohr Ha)):
  AE: -2.333855
  PS with Q: -2.333855
  PS without Q: -1.840021
u'/u at rc (1/bohr): AE, PS with Q, PS without Q
  E - eps = -0.1 Ha: -0.29595 -0.29502 -0.33862
  E - eps = +0.0 Ha: -0.51526 -0.51526 -0.51526
  E - eps = +0.1 Ha: -0.76502 -0.76372 -0.70738
rc (bohr), q1, q2 (1/bohr), w2, criterion, Q (electrons)
  1.1 2.6666 5.6260 -0.1935 2.0875 0.0705
  1.3 2.3300 4.7921 -0.2286 2.2181 0.1280
  1.5 2.0710 4.1773 -0.2616 2.3343 0.1981
  1.7 1.8658 3.7050 -0.2931 2.4402 0.2746
```
